# Why a Fitted One-Third Exponent Does Not Prove Anomalous Heat Conduction

A conductor with a perfectly finite bulk conductivity can show an apparent conductivity that grows with length as if \(k\propto L^{1/3}\). The ordinary interpolation between ballistic and diffusive transport,

\[
k(L)=k_\infty\frac{L}{L+\lambda},
\]

has the local logarithmic slope

\[
s(L)\equiv\frac{d\ln k}{d\ln L}=\frac{\lambda}{L+\lambda},
\]

which equals \(1/3\) at \(L=2\lambda\). Here \(\lambda\) is the mean free path for backscattering, a definition that matters for the factor of two. Conduction is anomalous when \(k\) grows without bound as \(L\to\infty\). A slope measured near one length, or fitted over a limited window, does not establish that.

## Why the belief tempts

The belief has a sound core. If \(k=bL^{\beta}\) with \(\beta>0\) at all large lengths, no bulk conductivity exists, and the exponent measures how Fourier's law fails. A model with \(\beta=1/3\) is worked out below. It is then natural to measure several lengths, plot \(\ln k\) against \(\ln L\), find a good straight line of slope near \(1/3\), and regard the matter as settled. The inference fails because ordinary transport also produces such a line, to within realistic errors.

## The ordinary length dependence

Let a wire of length \(L\) and cross-section \(A\) join two reservoirs with a small temperature difference \(\Delta T\). The apparent conductivity is \(k=KL/A\), where \(K\) is the heat current divided by \(\Delta T\). It therefore includes any temperature drop at the contacts.

Measure energy relative to the cold reservoir. Let \(J_+\) be the excess energy flux moving right and \(J_-\) the magnitude of the flux moving left. In a distance \(dx\), a fraction \(dx/\lambda\) of each flux is turned back. The right-moving flux loses \(J_+dx/\lambda\) and gains \(J_-dx/\lambda\), so

\[
\frac{dJ_+}{dx}=-\frac{J_+-J_-}{\lambda}.
\]

The left-moving flux travels towards smaller \(x\), so its balance is \(-dJ_-/dx=-(J_--J_+)/\lambda\), or

\[
\frac{dJ_-}{dx}=-\frac{J_+-J_-}{\lambda}.
\]

Subtracting the two equations shows that the net flux \(J=J_+-J_-\) is constant. For unit injection from the hot side, \(J_+(0)=1\), and hence

\[
J_+(x)=1-\frac{Jx}{\lambda},\qquad
J_-(x)=J_+(x)-J=1-J-\frac{Jx}{\lambda}.
\]

Nothing in excess enters from the cold side, so \(J_-(L)=0\). This gives the transmission

\[
\mathcal T=J=\frac{1}{1+L/\lambda}=\frac{\lambda}{L+\lambda}.
\]

Let \(g\) be the ballistic heat conductance per unit area. Then \(K=gA\mathcal T\) and

\[
k(L)=g\lambda\frac{L}{L+\lambda}.
\]

The limit \(L\to\infty\) identifies \(k_\infty=g\lambda\). For \(L\ll\lambda\), \(k\simeq gL\): the conductance no longer depends on length, and \(k\) grows merely because \(K\) has been multiplied by \(L\). This derivation assumes one common \(\lambda\) and no interference between scattering events.

Taking the logarithm and applying \(d/d\ln L=L\,d/dL\) gives

\[
s=1-\frac{L}{L+\lambda}=\frac{\lambda}{L+\lambda}.
\]

Setting \(s=1/3\) requires \(3\lambda=L+\lambda\), so \(L=2\lambda\). Nothing singles out this length physically. The slope runs continuously from 1 in the ballistic limit to 0 in the diffusive limit, and must pass through every value between.

## Which mean free path?

Often the quoted path is \(\Lambda\), the mean distance between collisions that randomize direction. To relate it to \(\lambda\), let \(\mu\) be the cosine of the angle between a carrier's velocity and the wire, \(v\) its speed and \(C\) the heat capacity per volume. Half the carriers move right, so

\[
g=\tfrac12Cv\langle|\mu|\rangle .
\]

In a weak gradient, a carrier arriving with direction \(\mu\) was last randomized, on average, a distance \(\Lambda\mu\) upstream. The excess energy density associated with it is \(-C\Lambda\mu\,dT/dx\). Multiplying by its velocity \(v\mu\) and averaging gives \(k_\infty=Cv\Lambda\langle\mu^2\rangle\). Therefore

\[
\lambda=\frac{k_\infty}{g}=2\Lambda\frac{\langle\mu^2\rangle}{\langle|\mu|\rangle}.
\]

In one dimension \(\mu=\pm1\), so \(\lambda=2\Lambda\): half of the randomizing collisions leave the direction unchanged. The slope is then \(1/3\) at \(L=4\Lambda\), not at \(2\Lambda\). A simulation of 200,000 random flights at \(L=4\Lambda\) gave a transmission of 0.3336, against the predicted \(1/3\).

For isotropic directions in three dimensions, \(\langle\mu^2\rangle=1/3\) and \(\langle|\mu|\rangle=1/2\), so \(\lambda=4\Lambda/3\). The interpolation is now approximate, because carriers at different angles are attenuated over different distances along the wire and two total fluxes do not form a closed description. Solving the angular transport problem at \(L=2\lambda=8\Lambda/3\), with sidewalls that preserve \(\mu\), gives transmission 0.326 instead of 0.333 and slope 0.347 instead of 0.333. The qualitative conclusion survives, but the slope at \(L=2\lambda\) is exactly \(1/3\) only in the two-flux formula.

## What a straight-line fit measures

A power law has constant slope. The ordinary curve does not:

\[
\frac{ds}{d\ln L}=-\frac{L\lambda}{(L+\lambda)^2}=-s(1-s).
\]

At \(s=1/3\) this is \(-2/9\). The question is whether data can resolve that curvature.

Let \(u=\ln(L/2\lambda)\) and consider a uniform least-squares fit over \(-h\le u\le h\). With \(y=\ln k\), the fitted slope is

\[
\beta=\frac{\int_{-h}^{h}u\,y\,du}{\int_{-h}^{h}u^2du}
=\frac{3}{2h^3}\int_{-h}^{h}u\,y\,du .
\]

Integrate by parts, using \(-(h^2-u^2)/2\) as the antiderivative of \(u\). It vanishes at both ends, which leaves

\[
\beta=\frac{3}{4h^3}\int_{-h}^{h}(h^2-u^2)\,s(u)\,du .
\]

The weight integrates to one, so the fitted exponent is an average of local slopes, weighted towards the middle. In this window \(s=1/(1+2e^u)\). Differentiating \(s'=-s(1-s)\) gives \(s''=s(1-s)(1-2s)\), which is \(2/27\) at the centre. Thus

\[
s(u)\simeq\frac13-\frac{2u}{9}+\frac{u^2}{27}.
\]

The linear term averages to zero. The weighted mean of \(u^2\) is

\[
\frac{3}{4h^3}\,2\left(\frac{h^5}{3}-\frac{h^5}{5}\right)=\frac{h^2}{5},
\]

so to this order \(\beta\simeq1/3+h^2/135\). For one decade \(h=\tfrac12\ln10=1.151\), which predicts 0.343. The full integral gives 0.342. A fit over a decade centred on \(2\lambda\) thus returns an exponent slightly above one-third.

## A number: a short cobalt line

In cobalt, a metal, electrons carry most of the heat, so an electrical resistivity sets the scale of the conductivity. Take a line of section 20 nm × 20 nm at 300 K, with the rough values \(\rho=10\ \mu\Omega\,\mathrm{cm}=10^{-7}\ \Omega\,\mathrm m\) and \(\Lambda=7.5\) nm. Then \(\lambda=4\Lambda/3=10\) nm. The Wiedemann–Franz relation, which assumes elastic scattering, gives

\[
k_\infty=\frac{\mathcal L T}{\rho}
=\frac{(2.443\times10^{-8})(300)}{10^{-7}}
=73.3\ \mathrm{W\,m^{-1}K^{-1}},
\]

where \(\mathcal L\) is the Lorenz number in \(\mathrm{W\,\Omega\,K^{-2}}\). At \(L=20\) nm, \(k=73.3\times20/30=48.9\ \mathrm{W\,m^{-1}K^{-1}}\).

Nine lengths, equally spaced in \(\ln L\) from 6.32 to 63.25 nm, give values of \(k\) from 28.4 to 63.3 \(\mathrm{W\,m^{-1}K^{-1}}\). Their fitted exponent is 0.344, with \(R^2=0.960\). These data come from a formula with a finite bulk limit and contain no anomalous conduction. Meanwhile the true local slope falls from \(10/16.32=0.61\) to \(10/73.25=0.14\) across the window. The single exponent conceals a more than fourfold change.

The largest residual in \(\ln k\) is 0.087, or about 9%. Its size follows from the curvature. Near the centre the quadratic part of \(\ln k\) is \(-u^2/9\). For nine equally spaced points the mean of \(u^2\) is \(5h^2/12\), so the residuals at the two ends, which are \(-0.087\) and \(-0.078\) in the actual fit, are both roughly

\[
-\frac19\left(h^2-\frac{5h^2}{12}\right)=-\frac{7h^2}{108}=-0.086 .
\]

Now give each \(\ln k\) an independent Gaussian error of known standard deviation \(\sigma\), and test the power law by the sum of squared residuals divided by \(\sigma^2\). Nine points and two fitted parameters leave seven degrees of freedom. Set the threshold so that a true power law passes 95% of the time. For the ordinary curve, the noise-free residuals \(r_i\) add a noncentrality \(\sum_i r_i^2/\sigma^2\) to the chi-square distribution. With \(\sigma=0.10\), about 10% error in \(k\), the ordinary data still pass as a power law with probability 84%. With \(\sigma=0.03\) the probability falls to 1.7%. An acceptable fit at the first precision is therefore almost no evidence against ordinary transport.

## Contacts can produce the same exponent

Ballistic carriers are not even needed in appreciable measure. Consider two incoherent scatterers with transmissions \(\mathcal T_1,\mathcal T_2\) and reflections \(R_i=1-\mathcal T_i\). Summing the repeated reflections between them gives

\[
\mathcal T=\mathcal T_1\mathcal T_2(1+R_1R_2+R_1^2R_2^2+\cdots)
=\frac{\mathcal T_1\mathcal T_2}{1-R_1R_2}.
\]

Since \(1-R_1R_2=\mathcal T_1+\mathcal T_2-\mathcal T_1\mathcal T_2\),

\[
\frac1{\mathcal T}-1
=\left(\frac1{\mathcal T_1}-1\right)+\left(\frac1{\mathcal T_2}-1\right).
\]

The wire contributes \(L/\lambda\) to this sum. Write the contribution of the interfaces as \(\ell_c/\lambda\). Then

\[
\frac Lk=\frac{1}{g\mathcal T}=\frac{L+\lambda+\ell_c}{k_\infty},
\qquad
s=\frac{\lambda+\ell_c}{L+\lambda+\ell_c}.
\]

Here \(\ell_c=k_\infty R_c\), with \(R_c\) the total thermal area resistance of the interfaces. The slope is \(1/3\) at \(L=2(\lambda+\ell_c)\).

For a metal–metal interface take an electrical area resistance of roughly \(5\times10^{-16}\ \Omega\,\mathrm{m^2}\) at each end. If the Wiedemann–Franz relation holds there too, the factors \(\mathcal LT\) cancel and \(\ell_c=2(5\times10^{-16})/10^{-7}=10^{-8}\) m, or 10 nm. The slope at 20 nm rises from 0.33 to 0.50, and the one-third point moves to 40 nm. If \(\ell_c\) is held at 10 nm while \(\lambda\) is reduced to 1 nm, the slope is still \(1/3\) at \(L=22\) nm. That wire is 22 backscattering lengths long, and most of its apparent length dependence comes from its contacts.

## A case that really is anomalous

Suppose carrier groups labelled by a frequency \(\omega\) conduct in parallel, each with its own path \(\lambda(\omega)\). In reduced units, give every frequency interval in \(0<\omega<1\) the same ballistic conductance and set \(\lambda=\omega^{-3/2}\). Adding the ordinary formula over the groups gives

\[
k(L)=\int_0^1\frac{\lambda L}{L+\lambda}\,d\omega
=\int_0^1\frac{d\omega}{\omega^{3/2}+1/L}.
\]

Substitute \(\omega=L^{-2/3}z\):

\[
k(L)=L^{1/3}\int_0^{L^{2/3}}\frac{dz}{1+z^{3/2}} .
\]

The integral converges to a constant \(c\) as \(L\to\infty\). The missing tail is approximately \(\int_{L^{2/3}}^\infty z^{-3/2}dz=2L^{-1/3}\), so \(k\simeq cL^{1/3}-2\). This growth does not end: the slope is 0.363 at \(L=10^3\), 0.336 at \(10^6\) and 0.3336 at \(10^9\). Each group is ordinary, but the paths grow so fast at low frequency that their integral, which would be the bulk conductivity, diverges. Unlimited paths alone are not enough: with \(\lambda=\omega^{-1/2}\) the integral is 2 and the bulk limit is finite.

Now add a process that limits all paths to at most \(\lambda_m\), through \(1/\lambda=\omega^{3/2}+1/\lambda_m\). In the integral, \(1/L\) becomes \(1/L+1/\lambda_m\equiv1/L_e\). The conductivity saturates because \(L_e\) cannot exceed \(\lambda_m\). The slope becomes the uncapped slope at \(L_e\) multiplied by

\[
\frac{d\ln L_e}{d\ln L}=\frac{\lambda_m}{L+\lambda_m}.
\]

For \(\lambda_m=10^3\) and \(L=10^6\) it is \(3.6\times10^{-4}\). At lengths well below \(\lambda_m\), however, the capped and uncapped systems are nearly the same. Even a persistent exponent therefore supports anomalous growth only over the range measured; it leaves open a limiting path beyond that range.

## What would distinguish the two

For one carrier group, plot \(L/k\) against \(L\). In the two-flux formula, ordinary transport gives a straight line with slope \(1/k_\infty\) and intercept \((\lambda+\ell_c)/k_\infty\). A pure power law gives \(L^{1-\beta}/b\), which is curved and tends to zero at \(L=0\). In the example without contact resistance, the end points give \(L/k=6.32/28.39=0.2226\) and \(63.25/63.28=0.9995\), in units of \(10^{-9}\ \mathrm{m^2K\,W^{-1}}\). The line through them has slope \(0.7769/56.93=0.01365\), so \(k_\infty=73.3\ \mathrm{W\,m^{-1}K^{-1}}\). Its intercept is 0.136, which returns \(\lambda=10\) nm. Solving the three-dimensional angular problem at the same nine lengths instead gives a nearly straight line whose end points return 10.5 nm, and a fitted exponent of 0.355 in place of 0.344.

Longer samples test the claim more directly. In the two-flux formula, a slope below \(\varepsilon\) requires \(L>\lambda(1/\varepsilon-1)\), or 190 nm for \(\varepsilon=0.05\). At 500 nm the ordinary curve gives 72 \(\mathrm{W\,m^{-1}K^{-1}}\), while the fitted power law predicts 139, larger by a factor of 1.94. With 10% errors in \(k\) and negligible or corrected sideways heat loss, this prediction can fail clearly, whereas the original fit usually passes.

With several groups, \(k=\sum_i k_i(L)\) and

\[
s=\frac{\sum_i k_i(L)\,\lambda_i/(L+\lambda_i)}{\sum_i k_i(L)} .
\]

The slope is a weighted mean, so it cannot exceed \(\lambda_{\max}/(L+\lambda_{\max})\) when contact resistance is absent. A finite but broad spectrum can bend the plot of \(L/k\); curvature there is not proof of anomalous conduction either. Without contact resistance, a length much greater than the longest path guarantees a small slope; a shorter one may suffice if the groups with the longest paths carry little of the heat.

## How far the cobalt numbers can be trusted

The inputs are rough, and the results are not measurements. A real narrow line may have a higher resistivity from sidewalls and grain boundaries. If \(\rho\) doubles at fixed \(g\), \(\lambda\) halves and the one-third point moves from 20 to 10 nm. The chosen lengths suit very short segments; a line many micrometres long would be deep in the diffusive regime of this model. Doubling \(\rho\) lowers the slope at 20 nm from 0.33 to 0.20, while the interface resistance above raises it to 0.50; a change of similar size comes from heat spreading into wide contacts, which the ideal reservoirs of the model leave out. Treated as a series resistance, spreading adds about 9 nm per end to \(\ell_c\) for contacts with the resistivity of the line, which alone gives slope 0.58, and it gives 0.40 for contacts five times more conductive.

Cobalt is ferromagnetic, so its two spin channels can have different paths. Rough backscattering paths of 14 and 6 nm, with equal ballistic conductances and no spin flips, give slope 0.347 at 20 nm. That figure depends on the equal conductances: if the channel carrying 70% of the bulk conductivity has only 30% of \(g\), the paths are 23 and 4.3 nm and the slope is 0.38. A lattice contribution of roughly 10 \(\mathrm{W\,m^{-1}K^{-1}}\) with a 5 nm backscattering path gives 0.315 if electrons and lattice exchange no heat along the line, and 0.309 if they share one temperature there.

Sideways loss introduces a healing length \(\ell=\sqrt{k_\infty A/G'}\), where \(G'\) is the conductance to the surroundings per unit length. For a rough \(G'=1\ \mathrm{W\,m^{-1}K^{-1}}\), \(\ell=171\) nm. With surroundings at the cold temperature, the diffusive equation \(\theta''=\theta/\ell^2\) gives an excess temperature \(\theta\propto\sinh[(L-x)/\ell]\). If the wire ends are held at the reservoir temperatures, the heat reaching the cold end is reduced by the factor \((L/\ell)/\sinh(L/\ell)\), a loss of 2.2% for the longest of the nine lines. Including the temperature drops at the ends, as the two-flux model does, raises this to 3.0%. At 500 nm the corresponding losses are 68% and 70%, enough to hide the difference between ordinary and power-law conduction. The test with longer samples therefore needs a line with much weaker side conductance, or a reliable correction for the loss.

At zero electric current, a thermoelectric field opposes the electron flow and lowers \(k\) by the fraction \(S^2/\mathcal L\). This is 3.7% for a rough Seebeck coefficient of magnitude \(S=30\ \mu\mathrm{V/K}\). The fraction is measured from the conductivity at zero field, and curvature of the electrons' conductivity as a function of energy shifts that value at the same order. For the same \(S\), the net change from the Wiedemann–Franz value is \(-3.7\%\) if the conductivity is linear in energy, \(-0.7\%\) if it is the square of a linear function, and \(+2.2\%\) if it is exponential. If these corrections do not depend on length, they leave the slope unchanged. Inelastic scattering can also alter the Wiedemann–Franz value; that change has not been computed.

Finally, dividing \(gA\) by the heat conductance of one mode, \(\pi^2k_B^2T/3h\), gives about \(10^4\) modes. This line is narrow but not a single-mode conductor, which is why the three-dimensional relation between \(\lambda\) and \(\Lambda\) was used. Interference could spoil the incoherent formula in a fully phase-coherent wire once its conductance falls to about one mode. Since that conductance is about \(N\lambda/L\) for \(N\) modes, the rough length is \(N\lambda\approx0.1\) mm, far beyond the lengths considered.

## Numbers as computed

```
Temperature: 300 K
Resistivity (rough): 10.0 uohm cm
Collision path Lambda (rough): 7.5 nm
Backscattering path lam: 10.0 nm
Line width and height: 20 nm
Lorenz number: 2.4430e-08 W ohm/K^2
Long-length conductivity k_inf: 73.29 W/(m K)
k at L = 6.32 nm: 28.39 W/(m K)
k at L = 8.43 nm: 33.53 W/(m K)
k at L = 11.25 nm: 38.80 W/(m K)
k at L = 15.00 nm: 43.97 W/(m K)
k at L = 20.00 nm: 48.86 W/(m K)
k at L = 26.67 nm: 53.30 W/(m K)
k at L = 35.57 nm: 57.21 W/(m K)
k at L = 47.43 nm: 60.53 W/(m K)
k at L = 63.25 nm: 63.28 W/(m K)
Local slope at L = 2 lam: 0.33333
Curvature of ln k at L = 2 lam: -0.2222
1D random flights, L = 4 Lambda, transmission: 0.3336
Fitted exponent, nine lengths: 0.3444
Fitted exponent, dense window: 0.3424
Weighted mean of local slopes: 0.3424
R squared of nine-length fit: 0.9604
Largest residual in ln k: 0.0866
Power law passes, 10% noise: 83.9 %
Power law passes, 3% noise: 1.7 %
Saturating k at 500 nm: 71.85 W/(m K)
Power-law k at 500 nm: 139.44 W/(m K)
Ratio of the two at 500 nm: 1.94
Length where slope is 0.05: 190.0 nm
3D transmission, L = 8 Lambda/3: 0.3263
3D random-flight transmission: 0.3269
3D slope at L = 8 Lambda/3: 0.3465
3D slope shift, mesh doubled: -6.1e-06
Interface resistance, each (rough): 0.5 fohm m^2
Contact length, both ends: 10.0 nm
Slope at 20 nm with contacts: 0.5000
Length of slope 1/3 with contacts: 40.0 nm
Slope, lam = 1 nm with contacts, L = 22 nm: 0.3333
Spin paths (rough): 14 and 6 nm
Slope at 20 nm, two spin channels: 0.3468
Lattice k and path (rough): 10 W/(m K), 5 nm
Slope at 20 nm, lattice, no exchange: 0.3146
Slope at 20 nm, lattice, full exchange: 0.3086
Side conductance (rough): 1.0 W/(m K)
Thermal healing length: 171 nm
Heat lost from far end, longest line: 2.2 %
Seebeck magnitude (rough): 30 uV/K
Thermoelectric reduction of k: 3.7 %
Conducting modes, spin counted: 10325
Localization length, order only: 103 um
Anomalous slope, reduced L = 1e+03: 0.3634
Anomalous slope, reduced L = 1e+06: 0.3361
Anomalous slope, reduced L = 1e+09: 0.3336
Capped slope, reduced L = 1e+06, cap 1e+03: 3.6e-04
```
